\section*{Intrinsic Coercive Field of a Second-Order Ferroelectric: Tutorial Sheet}

\section*{Problem}

A ferroelectric film with a second-order transition has spontaneous polarization $P_s=25\ \mu\mathrm{C/cm^2}$ ($0.25\ \mathrm{C/m^2}$) and dielectric susceptibility $\chi=100$. At what opposing field does its uniform polarization become unstable and reverse? Find this intrinsic coercive field $E_c$, and the voltage it requires across a film 50 nm thick.

The question has a definite answer once the following is fixed.
\begin{itemize}
\item The polarization is uniform and has one component $P$, along a fixed polar axis. There are no domains, and $P$ cannot rotate.
\item The free-energy density is that of mean-field Landau theory, cut off at fourth order:
\begin{equation}
F(P)=\frac a2P^2+\frac b4P^4-EP,\qquad a<0,\quad b>0. \label{F}
\end{equation}
\item $E$ is the field inside the material. It is positive along the initial polarization $+P_s$, so an opposing field has the positive strength $E_{\rm op}=-E$.
\item The susceptibility is the small-signal response along the polar axis, in the polar state and at zero field:
\begin{equation}
\varepsilon_0\chi=\left.\frac{dP}{dE}\right|_{P=P_s,\,E=0}. \label{chidef}
\end{equation}
\item Temperature and mechanical constraints are held fixed throughout.
\end{itemize}

\section*{Hints}

\begin{enumerate}
\item There are two unknown coefficients, $a$ and $b$, and two data, $P_s$ and $\chi$. Write one condition for each.
\item The susceptibility is the inverse curvature of $F$ at the bottom of the well, at $P=P_s$. The curvature at $P=0$ is a different number.
\item The forward state does not disappear when the reversed state becomes lower in energy. It disappears when its own well loses its minimum. What happens to $dE/dP$ there?
\item Measure $P$ in units of $P_s$. The remaining problem is to find the maximum of a cubic.
\end{enumerate}

\section*{Full solution}

\subsection*{Equation of state and coefficients}

A stationary state satisfies $\partial F/\partial P=0$, which gives
\begin{equation}
E=aP+bP^3. \label{state}
\end{equation}
At $E=0$ the solutions are $P=0$ and $P^2=-a/b$. The curvature of $F$ is
\begin{equation}
\frac{\partial^2F}{\partial P^2}=a+3bP^2=\frac{dE}{dP}. \label{curv}
\end{equation}
It equals $a<0$ at $P=0$, which is therefore a maximum. At $P^2=-a/b$ it equals $a-3a=-2a>0$, which is a minimum. Hence
\begin{equation}
P_s^2=-\frac ab,\qquad \frac1{\varepsilon_0\chi}=-2a. \label{data}
\end{equation}
The second relation uses definition (\ref{chidef}). Solving for the coefficients,
\begin{equation}
a=-\frac1{2\varepsilon_0\chi},\qquad
b=-\frac a{P_s^2}=\frac1{2\varepsilon_0\chi P_s^2}. \label{ab}
\end{equation}
With $\varepsilon_0\chi=8.854\times10^{-10}$ F/m these are $a=-5.647\times10^{8}\ \mathrm{V\,m/C}$ and $b=9.035\times10^{9}\ \mathrm{V\,m^5/C^3}$.

The factor 2 in $a$ matters. Setting $|a|=1/(\varepsilon_0\chi)$ at the same $P_s$ would double the coercive field found below.

\subsection*{Where the forward state ends}

Let $p=P/P_s$. Inserting (\ref{ab}) into (\ref{state}) and reversing the sign gives the opposing field needed to hold the polarization at $p$:
\begin{equation}
E_{\rm op}=-E=\frac{P_s}{2\varepsilon_0\chi}\,(p-p^3). \label{cubic}
\end{equation}
As $E_{\rm op}$ rises from zero, the state moves down from $p=1$. It is stable while the curvature (\ref{curv}) is positive:
\begin{equation}
a+3bP^2=\frac{3p^2-1}{2\varepsilon_0\chi}>0
\quad\Longrightarrow\quad p>\frac1{\sqrt3}. \label{stab}
\end{equation}
At $p=1/\sqrt3$ the minimum merges with the neighbouring maximum of $F$, and the barrier vanishes. There
\begin{equation}
p-p^3=\frac1{\sqrt3}\left(1-\frac13\right)=\frac2{3\sqrt3},
\end{equation}
so that
\begin{equation}
\boxed{E_c=\frac{P_s}{2\varepsilon_0\chi}\,\frac2{3\sqrt3}
=\frac{P_s}{3\sqrt3\,\varepsilon_0\chi}.} \label{Ec}
\end{equation}

It remains to show that the polarization then reverses. For $E_{\rm op}>E_c$, equation (\ref{cubic}) has no solution with $p>0$, because $E_c$ is the maximum of its right side there. It has none with $-1\le p\le0$, where the right side is zero or negative. The one solution left has $p<-1$, and by (\ref{curv}) it is stable. A polarization that relaxes downhill in $F$ must end there.

\subsection*{Numbers}

\begin{equation}
E_c=\frac{0.25\ \mathrm{C/m^2}}{5.196\times8.854\times10^{-10}\ \mathrm{F/m}}
=5.43\times10^{7}\ \mathrm{V/m}.
\end{equation}
This is 54 MV/m, or 0.54 MV/cm. Following the stable root of (\ref{state}) numerically until it disappears gives the same 0.5434 MV/cm as the formula. The voltage across 50 nm is
\begin{equation}
E_cd=(5.434\times10^7\ \mathrm{V/m})(50\times10^{-9}\ \mathrm m)=2.7\ \mathrm V.
\end{equation}

At the limit the polarization is still $25/\sqrt3=14.4\ \mu\mathrm{C/cm^2}$. The intrinsic loop does not pass smoothly through zero: it jumps from $0.58P_s$ to the reversed branch.

The approach to the jump shows in the differential susceptibility. By (\ref{stab}) it is
\begin{equation}
\chi(p)=\frac1{\varepsilon_0}\frac{dP}{dE}=\frac{2\chi}{3p^2-1}.
\end{equation}
At half the coercive field $P=22.1\ \mu\mathrm{C/cm^2}$, and the susceptibility has risen from 100 to about 148. Near the limit write $p=1/\sqrt3+u$. The terms linear in $u$ cancel in $p-p^3$, which leaves
\begin{equation}
E_c-E_{\rm op}=\frac{P_s}{2\varepsilon_0\chi}\left(\sqrt3\,u^2+u^3\right),
\qquad \chi(p)\simeq\frac{\chi}{\sqrt3\,u}.
\end{equation}
To leading order the susceptibility therefore diverges as $(E_c-E_{\rm op})^{-1/2}$.

\subsection*{Dependence on the coefficients}

Since $1/(2\varepsilon_0\chi)=|a|$ and $P_s=\sqrt{|a|/b}$, the result can also be written
\begin{equation}
E_c=\frac2{3\sqrt3}\,|a|P_s=\frac2{3\sqrt3}\,\frac{|a|^{3/2}}{b^{1/2}}. \label{a32}
\end{equation}
At fixed $b$ the coercive field vanishes as $|a|^{3/2}$ when the transition is approached. This form gives two corrections at once.

\emph{Imperfect electrodes.} Let each electrode screen the polarization charge over an effective length $\lambda$, with a voltage drop $\lambda P/\varepsilon_0$. Here the small term $\varepsilon_0E$ in the electrode charge is neglected. The applied voltage is $V=Ed+2\lambda P/\varepsilon_0$, so
\begin{equation}
\frac Vd=\left(a+\frac{2\lambda}{\varepsilon_0d}\right)P+bP^3.
\end{equation}
The negative coefficient $a$ is weakened by the factor $1-4\lambda\chi/d$. For a rough $\lambda=0.01$ nm this is $1-4(0.01)(100)/50=0.92$. The applied field at the limit is multiplied by $0.92^{3/2}=0.88$, which gives 0.48 MV/cm. The effect grows as the film gets thinner. The correction applies only if $P_s$ and $\chi$ are values of the material at zero internal field. If they were measured on the capacitor itself, they already contain the screening: the apparent values here are $24.0\ \mu\mathrm{C/cm^2}$ and 109, and (\ref{Ec}) with these gives 0.48 MV/cm directly.

\emph{Temperature.} Take $a=(T-T_0)/(\varepsilon_0C)$ with constant $b$ and a rough Curie constant $C=1.5\times10^5$ K. Equation (\ref{data}) then gives
\begin{equation}
T_0=T+\frac C{2\chi}=300+\frac{1.5\times10^5}{200}=1050\ \mathrm K.
\end{equation}
Warming the film from 300 K to 358 K ($85\,^\circ$C) multiplies $E_c$ by $(692/750)^{3/2}=0.89$, which gives 0.48 MV/cm. This factor depends on the quartic form. In the tricritical case of Variation 1, where $T_0=675$ K and $E_c\propto|a|^{5/4}$, it is $(317/375)^{5/4}=0.81$.

The meaning of $\chi$ adds a smaller uncertainty. If a rough background $\chi_b=5$ responds linearly and does not switch, the switching part of the susceptibility is 95, and $E_c$ becomes 0.57 MV/cm. If the quoted 100 is the relative permittivity $1+\chi$, then $\chi=99$ and $E_c$ rises by 1\%.

\subsection*{Why an existing domain wall changes the answer}

Suppose part of the sample is already reversed, and the wall lies parallel to the polarization, so that it carries no bound charge. Moving it by $\delta x$ reverses a slab and changes the energy per unit wall area by $-2P_sE_{\rm op}\,\delta x$, to leading order in the field. In a uniform continuum the wall's own energy does not depend on its position. In that continuum no barrier opposes the motion of a flat wall, however small the field. A real $180^\circ$ wall may be only about one unit cell thick, and then the lattice supplies a barrier even without defects. If the equation below is put on a chain whose spacing is 2 to 3 length units, the wall stays pinned up to roughly 0.14 to 0.4 of $E_c$.

This can be followed in time. Add a gradient energy $\frac\kappa2(\partial P/\partial x)^2$ and let $P$ relax downhill. With length in units of $\sqrt{\kappa\varepsilon_0\chi}$ and a suitable time unit,
\begin{equation}
\frac{\partial p}{\partial\tau}=\frac{p-p^3}2-h+\frac{\partial^2p}{\partial\xi^2},
\qquad h=\frac{\varepsilon_0\chi E_{\rm op}}{P_s}.
\end{equation}
The sample has length 40 and the field is one tenth of $E_c$, which is 0.054 MV/cm. If a quarter of the sample is reversed at the start, the whole sample has reversed by $\tau=800$. Without a wall, none of it has. Thus $E_c$ is the stability limit of a uniform state, and it is not the least field that can reverse a sample with domains.

\subsection*{The number beside a real film}

The parameters lie roughly in the regime of a barium titanate film strained and clamped by its substrate. Bulk barium titanate has a first-order transition near 400 K, so the second-order law is an assumption about the film. The implied $T_0=1050$ K is far above that bulk value, which is a warning about the quartic model that Variation 1 takes up. The assumption that real devices break most strongly is uniform reversal: they switch by nucleation and by motion of walls, which defects and the lattice itself pin. Coercive fields of such films are very roughly 0.1 MV/cm, about a fifth of the result here, and those of good bulk crystals are far lower still. Part of this gap comes from the quartic truncation: with higher-order terms the uniform limit is nearer three times the measured field (Variation 1). Leakage can be a further obstacle. For carriers emitted over an electrode barrier, the image force lowers the barrier by $\sqrt{q^3E/(4\pi\varepsilon_0\varepsilon_\infty)}$. At $E_c$, with a rough optical permittivity $\varepsilon_\infty=6$, this is 0.11 eV. If emission limits the current, that multiplies it by about 80 at 300 K. Whether this matters depends on the barrier height: with the free-electron Richardson constant the current at $E_c$ is of order $10^{-8}\ \mathrm{A/cm^2}$ for a 1.0 eV barrier and $10^{-3}\ \mathrm{A/cm^2}$ for 0.7 eV. The field is also about half of a rough breakdown field of 1 MV/cm, so a film of ordinary quality may leak heavily or fail before it shows its intrinsic limit.

\section*{Variation 1: a sixth-order term}

\emph{Keep $P_s$ and $\chi$ as given, but add $cP^6/6$ to $F$, with $b\ge0$ and $c\ge0$. How far can $E_c$ move?}

The equation of state becomes $E=aP+bP^3+cP^5$. Define the dimensionless coefficients $A=\varepsilon_0\chi a$, $B=\varepsilon_0\chi bP_s^2$ and $s=\varepsilon_0\chi cP_s^4$. The two data require
\begin{align}
A+B+s&=0 &&(E=0\text{ at }p=1),\\
A+3B+5s&=1 &&(\text{slope }1/\varepsilon_0\chi\text{ at }p=1).
\end{align}
Subtraction gives $2B+4s=1$, so $B=(1-4s)/2$ and $A=-B-s=s-\tfrac12$. The opposing field is
\begin{align}
\frac{\varepsilon_0\chi E_{\rm op}}{P_s}&=-Ap-Bp^3-sp^5\nonumber\\
&=\frac{p-p^3}2-s\,(p-2p^3+p^5)\nonumber\\
&=\frac{p-p^3}2-s\,p\,(1-p^2)^2. \label{sext}
\end{align}
For $0<p<1$ the last term lowers the curve at every $p$, so its maximum falls steadily as $s$ grows. The condition $b\ge0$ limits $s$ to $0\le s\le\frac14$. At $s=\frac14$ the quartic term vanishes. This is the tricritical case, the border with first-order transitions. There the right side is $(p-p^5)/4$, with its maximum at $p^4=\frac15$:
\begin{equation}
E_c^{\rm tri}=\frac{P_s}{\varepsilon_0\chi}\cdot\frac14\cdot5^{-1/4}\cdot\frac45
=\frac{P_s}{5^{5/4}\,\varepsilon_0\chi}=0.38\ \mathrm{MV/cm}.
\end{equation}
This is 0.695 of the quartic value. Between the two ends, $s=0.10$ gives 0.47 MV/cm and $s=0.20$ gives 0.41 MV/cm.

Under these sign conditions, and for an energy cut at sixth order, the data therefore place $E_c$ between 0.38 and 0.54 MV/cm. The lower end is not a general bound. If only the terms $P$ and $P^7$ are kept in the equation of state, the right side is $(p-p^7)/6$, its maximum is $7^{-7/6}$, and $E_c=0.29$ MV/cm. Standard Landau fits for barium titanate, applied to a clamped film under about 0.5\% compression, have similar $P_s$ and $\chi$, a slightly negative $b$ at room temperature, and a uniform limit of roughly 0.32 to 0.36 MV/cm. The words ``second-order'' alone do not select the upper end; the quartic truncation does. The Curie constant offers a rough guide. In the tricritical case $a=-1/(4\varepsilon_0\chi)$, so $T_0=300+1.5\times10^5/400=675$ K, which is much closer to the bulk value than 1050 K is. This does not settle the matter, because the inputs are rough and strain can itself raise $T_0$ by hundreds of kelvin. It is a reason to check the sixth-order term before dropping it for such a film.

\section*{Variation 2: escape by rotation}

\emph{Let the crystal be cubic above its transition, so that a transverse component $Q$ is allowed. The transverse susceptibility of the polar state is $\chi_a=300$. Does the uniform state still survive up to (\ref{Ec})?}

To fourth order, cubic symmetry gives
\begin{equation}
F=\frac a2(P^2+Q^2)+\frac b4(P^4+Q^4)+\frac{gb}2P^2Q^2-EP,
\end{equation}
where $g$ sets the coupling. At $Q=0$ the mixed derivative $2gbPQ$ vanishes, so the two directions can be tested separately. The longitudinal condition is (\ref{stab}), as before. The transverse stiffness is
\begin{equation}
\left.\frac{\partial^2F}{\partial Q^2}\right|_{Q=0}=a+gbP^2=\frac{gp^2-1}{2\varepsilon_0\chi}.
\end{equation}
At $p=1$ it must equal $1/(\varepsilon_0\chi_a)$, which gives $g=1+2\chi/\chi_a=1.667$. It vanishes at $p^2=1/g$. The falling polarization meets this point before $p^2=\frac13$ if $g<3$, that is, if $\chi_a>\chi$. Equation (\ref{cubic}) then gives the limit
\begin{equation}
E_{\rm rot}=\frac{P_s}{2\varepsilon_0\chi}\,\frac1{\sqrt g}\left(1-\frac1g\right)
=\frac{P_s}{2\varepsilon_0\chi}\,\frac{g-1}{g^{3/2}}=0.44\ \mathrm{MV/cm}.
\end{equation}
The uniform state does not survive up to (\ref{Ec}): it gives way at 0.80 of that field. Downhill relaxation from $p=1$, with a small transverse disturbance $Q=10^{-4}P_s$, confirms that reversal follows. At 3\% below $E_{\rm rot}$ the polarization stays forward, and at 3\% above it reverses completely.

Two limits show the meaning. At $\chi_a=\chi$, where $g=3$, the formula joins (\ref{Ec}). For $\chi_a\gg\chi$, where $g\to1$, it becomes $E_{\rm rot}\simeq P_s/(\varepsilon_0\chi_a)$, so the soft transverse direction sets the limit. In a strained film the quadratic coefficients of $P$ and $Q$ differ, and the value for $\chi_a=300$ is an illustration rather than a prediction. The criterion $\chi_a>\chi$ also belongs to this cubic quartic energy: with unequal quadratic coefficients and higher-order terms, a compressed film can have $\chi_a$ near $10\chi$ and still reach the longitudinal limit first. The uniaxial result (\ref{Ec}) requires the transverse stiffness to remain positive down to $p=1/\sqrt3$.

The computed values are listed in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Spontaneous polarization: 25 uC/cm2
Susceptibility, input: 100
Susceptibility from finite differences: 100
Landau coefficient a: -5.647e+08 V m/C
Landau coefficient b: 9.035e+09 V m^5/C^3
Coercive field, formula: 0.5434 MV/cm
Coercive field, root tracking: 0.5434 MV/cm
Coercive field, converted: 54.34 MV/m
Polarization at stability limit: 14.43 uC/cm2
Polarization at half the coercive field: 22.11 uC/cm2
Susceptibility at half the coercive field: 148.4
Field if factor 2 in susceptibility is missed: 1.087 MV/cm
Film thickness: 50 nm
Film voltage at coercive field: 2.717 V
Coercive field at sixth-order share s=0.00: 0.5434 MV/cm
Coercive field at sixth-order share s=0.05: 0.5076 MV/cm
Coercive field at sixth-order share s=0.10: 0.4728 MV/cm
Coercive field at sixth-order share s=0.15: 0.4394 MV/cm
Coercive field at sixth-order share s=0.20: 0.4076 MV/cm
Coercive field at sixth-order share s=0.25: 0.3776 MV/cm
Tricritical over quartic coercive field: 0.695
Transverse susceptibility, illustrative: 300
Rotation parameter g: 1.667
Field limit with rotation: 0.4374 MV/cm
Rotation limit over uniaxial limit: 0.805
Wall test field: 0.05434 MV/cm
Final reversed fraction, wall present: 1
Final reversed fraction, no wall: 0
Screening length per electrode, rough: 0.01 nm
Applied-field limit with screening: 0.4795 MV/cm
Background susceptibility, rough: 5
Coercive field with background: 0.572 MV/cm
Coercive field if 100 is permittivity: 0.5489 MV/cm
Curie constant, rough: 1.5e+05 K
Implied T0, quartic model: 1050 K
Implied T0, tricritical model: 675 K
Reference temperature: 300 K
Hot operating temperature: 358.15 K
Coercive field when hot, quartic model: 0.4814 MV/cm
Optical relative permittivity, rough: 6
Schottky barrier lowering at coercive field: 0.114 eV
Schottky emission factor at 300 K: 83
Breakdown field, rough: 1 MV/cm
Coercive over breakdown field: 0.54
\end{verbatim}
